# Gauss-Mehler quadrature of the scattering angle for screened potentials: test program

```python
"""Gauss-Mehler quadrature for the classical scattering angle.

Result under test, for a repulsive decreasing potential V(r):
  theta_m = pi * [1 - (p/m) * sum_i G(u_i)**(-1/2)],
  u_i = cos((2i-1)*pi/(4m)),  p = b/r0,
  G(u) = p**2 + [V(r0) - V(r0/u)] / [E*(1-u**2)].
E: centre-of-mass energy, b: impact parameter, r0: closest approach.
The rule absorbs the singularity at r0. Its convergence is then set by
the behaviour at u = 0: root-exponential for exponential screening,
1/m**2 for a bare Coulomb potential.
Silver example: lengths in angstrom, energies in keV, angles in rad.
Other tests use dimensionless model units.
"""
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import beta, ellipk, kv

mp.dps = 30


def screened(strength, weights, decays):
    """V(r) = strength/r * sum_j weights_j exp(-decays_j r)."""
    def potential(r, exp=np.exp):
        return strength / r * sum(
            c * exp(-k * r) for c, k in zip(weights, decays))
    return potential


def closest_approach(potential, energy, b):
    def radial(r):
        return 1 - potential(r) / energy - (b / r)**2
    upper = 2 * b
    while radial(upper) <= 0:
        upper *= 2
    return brentq(radial, b, upper, xtol=1e-15, rtol=1e-15)


def mehler_terms(potential, energy, b, m):
    r0 = closest_approach(potential, energy, b)
    phi = (2 * np.arange(1, m + 1) - 1) * np.pi / (4 * m)
    u = np.cos(phi)
    regular = (b / r0)**2 + (potential(r0) - potential(r0 / u)) / (
        energy * np.sin(phi)**2)
    return r0, u, regular**-0.5


def mehler_angle(potential, energy, b, m):
    r0, _, values = mehler_terms(potential, energy, b, m)
    return np.pi * (1 - b / r0 * np.mean(values))


def reference_angle(potential, energy, b):
    """High-precision integral of the unfactored integrand, u = 1-t**2."""
    start = closest_approach(potential, energy, b)
    b_mp, e_mp = mpf(b), mpf(energy)

    def radial(r):
        return 1 - potential(r, mp.exp) / e_mp - (b_mp / r)**2

    r0 = mp.findroot(radial, (mpf(start), mpf(start) * mpf('1.001')))

    def integrand(t):
        return 2 * t / mp.sqrt(radial(r0 / (1 - t * t)))

    cuts = [mpf(0), mpf('0.5'), mpf('0.9'), mpf('0.99'), mpf(1)]
    integral = mp.quad(integrand, cuts, method='gauss-legendre', maxdegree=7)
    return float(mp.pi - 2 * b_mp / r0 * integral)


def tail_amplitude(strength, weights, decays, energy, b, r0, m):
    """Complex asymptotic error; its real part predicts theta_m-theta."""
    frequency = 4 * m
    total = 0j
    for c, k in zip(weights, decays):
        kappa = k * r0
        argument = 2 * np.sqrt(kappa * frequency) * np.exp(-0.25j * np.pi)
        total += (4 * b / r0 * strength * c / (energy * r0)
                  * 1j * kappa / frequency * kv(2, argument))
    return total


def raw_midpoint_angle(potential, energy, b, m):
    r0 = closest_approach(potential, energy, b)
    u = (np.arange(m) + 0.5) / m
    g = 1 - potential(r0 / u) / energy - (b * u / r0)**2
    return np.pi - 2 * b / r0 * np.mean(g**-0.5)


# Polynomial exactness, including the first degree that must fail.
nodes = np.cos((2 * np.arange(1, 4) - 1) * np.pi / 12)
for k in range(7):
    defect = np.pi / 2 * np.mean(nodes**(2 * k)) - beta(k + 0.5, 0.5) / 2
    assert abs(defect) < 1e-13 if k < 6 else abs(defect) > 1e-4

# Inverse-square repulsion: one node reproduces the closed-form angle.
inverse_square = lambda r: 0.7 / r**2
exact_square = np.pi * (1 - 1 / np.sqrt(1 + 0.7))
one_node_error = mehler_angle(inverse_square, 1.0, 1.0, 1) - exact_square
assert abs(one_node_error) < 1e-13

# Inverse-fourth-power repulsion: geometric convergence.
q = 0.5
quartic = lambda r: q / r**4
b_quartic = np.sqrt(1 - q)
exact_quartic = np.pi - 2 * b_quartic * ellipk(-q)
quartic_errors = [mehler_angle(quartic, 1.0, b_quartic, m) - exact_quartic
                  for m in (2, 3)]
quartic_ratio = abs(quartic_errors[1] / quartic_errors[0])
quartic_law = np.exp(-4 * np.arcsinh(1 / np.sqrt(q))) * np.sqrt(2 / 3)
assert abs(quartic_ratio / quartic_law - 1) < 0.10

# Bare Coulomb repulsion: compare with the Rutherford angle.
coulomb = screened(1.0, [1.0], [0.0])
r0_coulomb = closest_approach(coulomb, 1.0, 1.0)
exact_coulomb = 2 * np.arctan(0.5)
coulomb_error = mehler_angle(coulomb, 1.0, 1.0, 32) - exact_coulomb
coulomb_law = -np.pi**2 / (96 * 32**2 * r0_coulomb**2)
assert abs(coulomb_error / coulomb_law - 1) < 0.01

# Single exponential screening: test amplitude and phase of the error law.
# The tolerance covers the omitted higher terms of the asymptotic expansion.
yukawa = screened(1.0, [1.0], [1.0])
r0_yukawa = closest_approach(yukawa, 1.0, 1.0)
theta_yukawa = reference_angle(yukawa, 1.0, 1.0)
yukawa_rows = []
for m in (16, 24, 32):
    error = mehler_angle(yukawa, 1.0, 1.0, m) - theta_yukawa
    tail = tail_amplitude(1.0, [1.0], [1.0], 1.0, 1.0, r0_yukawa, m)
    assert abs(error - tail.real) < 0.10 * abs(tail)
    yukawa_rows.append((m, error, tail.real))

# Silver on silver with the universal screening function.
Z = 47
angstrom = 1e-10
a0 = const.physical_constants['Bohr radius'][0] / angstrom
screen_length = 0.8854 * a0 / (2 * Z**0.23)
strength = Z**2 * const.e / (4 * np.pi * const.epsilon_0) / angstrom / 1000
weights = np.array([0.18175, 0.50986, 0.28022, 0.02817])
decay_numbers = np.array([3.19980, 0.94229, 0.40290, 0.20162])
decays = decay_numbers / screen_length
silver = screened(strength, weights, decays)
E_lab = 20.0
E_cm = E_lab / 2
b_main = 0.5

impact_rows = []
for b in (0.1, 0.5, 1.0):
    theta = reference_angle(silver, E_cm, b)
    error16 = mehler_angle(silver, E_cm, b, 16) - theta
    error32 = mehler_angle(silver, E_cm, b, 32) - theta
    assert abs(error16) < 1e-5 and abs(error32) < 1e-7
    impact_rows.append((b, closest_approach(silver, E_cm, b), theta,
                        error16, E_lab * np.sin(theta / 2)**2))
r0, theta_main = impact_rows[1][1:3]
p = b_main / r0

for m in (24, 32):
    error = mehler_angle(silver, E_cm, b_main, m) - theta_main
    tail = tail_amplitude(strength, weights, decays, E_cm, b_main, r0, m)
    assert abs(error - tail.real) < 0.10 * abs(tail)


# Independent laboratory trajectory of two equal masses, initial speed 1.
def two_body(_, state):
    separation = state[0:2] - state[2:4]
    r = np.hypot(*separation)
    force = strength / r**2 * np.sum(
        weights * np.exp(-decays * r) * (1 + decays * r))
    acceleration = force * separation / r / (2 * E_lab)
    return np.concatenate((state[4:8], acceleration, -acceleration))


initial = np.array([-15.0, b_main, 0, 0, 1, 0, 0, 0])
path = solve_ivp(two_body, (0, 40), initial, method='DOP853',
                 rtol=1e-11, atol=1e-12)
assert path.success
final = path.y[:, -1]
relative_velocity = final[4:6] - final[6:8]
theta_path = np.arctan2(relative_velocity[1], relative_velocity[0])
transfer_path = E_lab * np.sum(final[6:8]**2)
transfer_main = impact_rows[1][4]
assert abs(theta_path - mehler_angle(silver, E_cm, b_main, 32)) < 1e-7
assert abs(transfer_path - transfer_main) < 1e-6

# Error when the endpoint singularity is left in a uniform midpoint rule.
count = 10**6
midpoint_constant = 2 * np.sqrt(count) - np.sum(
    (np.arange(1, count + 1) - 0.5)**-0.5)
slope_force = strength / r0**2 * np.sum(
    weights * np.exp(-decays * r0) * (1 + decays * r0))
G_end = p**2 + r0 * slope_force / (2 * E_cm)
raw_error = raw_midpoint_angle(silver, E_cm, b_main, 2000) - theta_main
raw_law = 2 * p * midpoint_constant / np.sqrt(2 * G_end * 2000)
assert abs(raw_error / raw_law - 1) < 0.01

# A close, energetic collision starts its fast convergence later.
E_high, b_close = 1000.0, 0.01
theta_high = reference_angle(silver, E_high, b_close)
r0_high = closest_approach(silver, E_high, b_close)
high_error = max(abs(mehler_angle(silver, E_high, b_close, m) - theta_high)
                 for m in range(8, 13))
low_error = max(abs(mehler_angle(silver, E_cm, b_main, m) - theta_main)
                for m in range(8, 13))
assert high_error > 5 * low_error

print(f"Inverse square: exact angle {exact_square:.8f} rad, "
      f"one-node error {one_node_error:.1e} rad")
print(f"Inverse fourth, q={q}: error ratio m=3/m=2 {quartic_ratio:.6f}, "
      f"law {quartic_law:.6f}")
print(f"Coulomb C/E=b=1: exact {exact_coulomb:.8f} rad, r0 {r0_coulomb:.6f}")
print(f"Coulomb m=32: error {coulomb_error:.4e}, law {coulomb_law:.4e} rad")
print(f"Yukawa C/E=b=screening length=1: r0 {r0_yukawa:.6f}, "
      f"theta {theta_yukawa:.10f} rad")
for m, error, law in yukawa_rows:
    print(f"Yukawa m={m}: error {error:.4e}, law {law:.4e} rad")
print(f"Silver: Z {Z}, E_lab {E_lab:.1f} keV, E_cm {E_cm:.1f} keV")
print(f"Screening length {screen_length:.6f} angstrom")
print(f"Coulomb strength {strength:.6f} keV angstrom")
for c, d in zip(weights, decay_numbers):
    print(f"Universal screening: weight {c:.5f}, decay number {d:.5f}")
for b, approach, theta, error, transfer in impact_rows:
    print(f"b {b:.1f} A: r0 {approach:.6f} A, theta {theta:.8f} rad, "
          f"m=16 error {error:.2e} rad, T {transfer:.6f} keV")
print(f"Main case b={b_main} A: p {p:.6f}, V(r0)/E {silver(r0)/E_cm:.6f}, "
      f"G(1) {G_end:.6f}")
print(f"Main case smallest kappa {decays[-1] * r0:.6f}")
_, u4, values4 = mehler_terms(silver, E_cm, b_main, 4)
for i, (u, value) in enumerate(zip(u4, values4), 1):
    print(f"m=4 node {i}: u {u:.8f}, G^(-1/2) {value:.8f}")
print(f"m=4 mean of G^(-1/2): {np.mean(values4):.8f}")
for m in (2, 4, 8, 16, 32):
    angle = mehler_angle(silver, E_cm, b_main, m)
    tail = tail_amplitude(strength, weights, decays, E_cm, b_main, r0, m).real
    raw = raw_midpoint_angle(silver, E_cm, b_main, m) - theta_main
    print(f"m={m}: theta {angle:.10f}, error {angle-theta_main:.3e}, "
          f"tail law {tail:.3e}, raw midpoint error {raw:.3e} rad")
print(f"Reference theta {theta_main:.10f} rad = "
      f"{np.degrees(theta_main):.6f} degrees")
print(f"Trajectory theta {theta_path:.10f} rad, T {transfer_path:.7f} keV")
print(f"Midpoint constant K {midpoint_constant:.6f}")
print(f"Raw midpoint m=2000: error {raw_error:.5e}, law {raw_law:.5e} rad")
print(f"Close collision: E_cm {E_high:.0f} keV, b {b_close:.2f} A, "
      f"r0 {r0_high:.6f} A")
print(f"Close collision: theta {theta_high:.8f} rad, "
      f"smallest kappa {decays[-1] * r0_high:.6f}")
print(f"Largest error for m=8 to 12: close {high_error:.3e} rad, "
      f"main {low_error:.3e} rad")
print("all good")
```

It prints:

```
Inverse square: exact angle 0.73210108 rad, one-node error 0.0e+00 rad
Inverse fourth, q=0.5: error ratio m=3/m=2 0.008421, law 0.008332
Coulomb C/E=b=1: exact 0.92729522 rad, r0 1.618034
Coulomb m=32: error -3.8347e-05, law -3.8349e-05 rad
Yukawa C/E=b=screening length=1: r0 1.167586, theta 0.4834566467 rad
Yukawa m=16: error -9.5476e-09, law -1.0650e-08 rad
Yukawa m=24: error -9.2499e-10, law -9.0598e-10 rad
Yukawa m=32: error 1.9770e-10, law 1.9949e-10 rad
Silver: Z 47, E_lab 20.0 keV, E_cm 10.0 keV
Screening length 0.096634 angstrom
Coulomb strength 31.808817 keV angstrom
Universal screening: weight 0.18175, decay number 3.19980
Universal screening: weight 0.50986, decay number 0.94229
Universal screening: weight 0.28022, decay number 0.40290
Universal screening: weight 0.02817, decay number 0.20162
b 0.1 A: r0 0.343176 A, theta 2.30315928 rad, m=16 error 2.52e-08 rad, T 16.686286 keV
b 0.5 A: r0 0.563291 A, theta 0.45212195 rad, m=16 error -1.04e-09 rad, T 1.004779 keV
b 1.0 A: r0 1.012089 A, theta 0.05869290 rad, m=16 error 2.04e-10 rad, T 0.017219 keV
Main case b=0.5 A: p 0.887641, V(r0)/E 0.212093, G(1) 1.132832
Main case smallest kappa 1.175271
m=4 node 1: u 0.98078528, G^(-1/2) 0.94068829
m=4 node 2: u 0.83146961, G^(-1/2) 0.95027519
m=4 node 3: u 0.55557023, G^(-1/2) 0.97100914
m=4 node 4: u 0.19509032, G^(-1/2) 0.99586985
m=4 mean of G^(-1/2): 0.96446062
m=2: theta 0.4522810437, error 1.591e-04, tail law 1.015e-04, raw midpoint error 4.960e-01 rad
m=4: theta 0.4520910014, error -3.095e-05, tail law -3.299e-05, raw midpoint error 3.538e-01 rad
m=8: theta 0.4521215266, error -4.259e-07, tail law -4.622e-07, raw midpoint error 2.512e-01 rad
m=16: theta 0.4521219514, error -1.044e-09, tail law -1.184e-09, raw midpoint error 1.780e-01 rad
m=32: theta 0.4521219525, error 3.518e-11, tail law 3.548e-11, raw midpoint error 1.260e-01 rad
Reference theta 0.4521219525 rad = 25.904680 degrees
Trajectory theta 0.4521219525 rad, T 1.0047790 keV
Midpoint constant K 0.604899
Raw midpoint m=2000: error 1.59526e-02, law 1.59528e-02 rad
Close collision: E_cm 1000 keV, b 0.01 A, r0 0.027251 A
Close collision: theta 1.84429109 rad, smallest kappa 0.056857
Largest error for m=8 to 12: close 8.045e-05 rad, main 4.259e-07 rad
all good
```
